# Why the label 8H does not fix the stacking order: verification in Python

```python
"""
Result under test: the Ramsdell label 8H does not fix the stacking order.
P = ABCABACB, Zhdanov (44), and Q = ABCBCBAB, Zhdanov (211211), both have an
eight-bilayer primitive hexagonal cell and a 6_3 axis, but are inequivalent.

Symbols: letters A, B, C are coded 0, 1, 2; a = in-plane lattice constant;
d = bilayer spacing; c = 8 d; S = stacking sum of the structure factor;
D = factor of one vertical Si-C pair; alpha = probability that a step between
neighbouring bilayers is reversed by a fault. Lengths are in nm.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants

a, d, wavelength = 0.308, 0.252, 0.154
c = 8 * d
SITE = {0: (0, 0), 1: (1, 2), 2: (2, 1)}      # lateral site in thirds of cell
OMEGA = np.exp(2j * np.pi / 3)


def decode(text):
    return tuple("ABC".index(ch) for ch in text)


def encode(seq):
    return "".join("ABC"[x] for x in seq)


def is_primitive(seq):
    """No shorter translation, with or without a lateral shift."""
    n = len(seq)
    for k in range(1, n):
        shifts = {(seq[(i + k) % n] - seq[i]) % 3 for i in range(n)}
        if len(shifts) == 1:
            return False
    return True


def canonical(seq, allow_reversal):
    n = len(seq)
    images = []
    for base in ([seq, seq[::-1]] if allow_reversal else [seq]):
        for k in range(n):
            turned = base[k:] + base[:k]
            for sign in (1, -1):
                for shift in range(3):
                    images.append(tuple((sign * x + shift) % 3 for x in turned))
    return min(images)


def hexagonal_classes(n, allow_reversal):
    found = set()
    for seq in product(range(3), repeat=n):
        if all(seq[i] != seq[i - 1] for i in range(n)) and is_primitive(seq):
            found.add(canonical(seq, allow_reversal))
    return found


def steps_of(seq):
    n = len(seq)
    return [1 if (seq[(i + 1) % n] - seq[i]) % 3 == 1 else -1 for i in range(n)]


def largest_rotation(runs):
    return max(tuple(runs[k:] + runs[:k]) for k in range(len(runs)))


def zhdanov(seq):
    s = steps_of(seq)
    start = next(i for i in range(len(s)) if s[i] != s[i - 1])
    s = s[start:] + s[:start]
    runs = [1]
    for i in range(1, len(s)):
        if s[i] == s[i - 1]:
            runs[-1] += 1
        else:
            runs.append(1)
    return largest_rotation(runs)


def compositions(total):
    if total == 0:
        yield []
    for first in range(1, total + 1):
        for rest in compositions(total - first):
            yield [first] + rest


def classes_from_runs(n):
    """Independent enumeration that uses run lengths only."""
    found = set()
    for runs in compositions(n):
        if len(runs) % 2:
            continue
        net = sum(runs[0::2]) - sum(runs[1::2])
        repeats = any(runs[k:] + runs[:k] == runs for k in range(2, len(runs), 2))
        if net % 3 == 0 and not repeats:
            found.add(largest_rotation(runs))
    return found


def h_count(seq):
    n = len(seq)
    return sum(seq[i - 1] == seq[(i + 1) % n] for i in range(n))


# Atoms with integer coordinates: x, y in thirds, z in 32nds of the cell.
def atoms(seq):
    out = []
    for n, x in enumerate(seq):
        out.append(("Si", *SITE[x], 4 * n))
        out.append(("C", *SITE[x], 4 * n + 3))
    return out


def maps_to_itself(seq, operation):
    original = set(atoms(seq))
    image = set()
    for kind, x, y, z in original:
        u, v, w = operation(x, y, z)
        image.add((kind, u % 3, v % 3, w % 32))
    return image == original


def has_screw_axis(seq):
    def screw(px, py):
        return lambda x, y, z: ((x - px) - (y - py) + px, (x - px) + py, z + 16)
    return any(maps_to_itself(seq, screw(*SITE[p])) for p in range(3))


def has_mirror(seq):
    return maps_to_itself(seq, lambda x, y, z: (-y, -x, z))


def translation_count(seq):
    return sum(maps_to_itself(seq, lambda x, y, z: (x + i, y + j, z + k))
               for i in range(3) for j in range(3) for k in range(32))


def cartesian(seq, kind):
    pts = [(x / 3, y / 3, z / 32) for s, x, y, z in atoms(seq) if s == kind]
    cell = np.array([[a, 0, 0], [-a / 2, a * np.sqrt(3) / 2, 0], [0, 0, c]])
    return np.array(pts) @ cell, cell


def neighbour_distances(seq, kind_from, kind_to):
    start, cell = cartesian(seq, kind_from)
    end, _ = cartesian(seq, kind_to)
    images = np.array(list(product(range(-4, 5), range(-4, 5), (-1, 0, 1)))) @ cell
    diff = end[None, :, None, :] + images[None, None] - start[:, None, None, :]
    return np.linalg.norm(diff, axis=-1).reshape(len(start), -1)


P, Q = decode("ABCABACB"), decode("ABCBCBAB")
pair = {"P": P, "Q": Q}

# Enumeration by letters against enumeration by run lengths
counts = {}
for n in range(2, 9):
    by_letters = hexagonal_classes(n, True)
    assert len(by_letters) == len(hexagonal_classes(n, False))
    symbols = {zhdanov(s) for s in by_letters}
    assert len(symbols) == len(by_letters)
    assert symbols == classes_from_runs(n)
    counts[n] = len(by_letters)
    if n == 6:
        six_layer = sorted(symbols, reverse=True)
eight = sorted(by_letters, key=h_count)
assert canonical(P, True) in eight and canonical(Q, True) in eight
assert canonical(P, True) != canonical(Q, True)
for seq in eight:
    assert h_count(seq) == len(zhdanov(seq)) and has_mirror(seq)
assert {s for s in eight if has_screw_axis(s)} == {canonical(P, True),
                                                   canonical(Q, True)}

# Symmetry, bonding and the distance that separates P from Q
vertical_neighbours = {}
for name, seq in pair.items():
    assert translation_count(seq) == 1
    assert has_screw_axis(seq) and has_mirror(seq)
    bonds = neighbour_distances(seq, "C", "Si")
    assert np.all(np.sum(bonds < 0.2, axis=1) == 4)
    si_si = neighbour_distances(seq, "Si", "Si")
    vertical_neighbours[name] = np.mean(np.sum(abs(si_si - 2 * d) < 1e-6, axis=1))
    assert abs(vertical_neighbours[name] - 2 * h_count(seq) / 8) < 1e-12


# Diffraction from explicit atoms
def atom_terms(seq, h, k, l, f_si, f_c):
    return np.array([(f_si if s == "Si" else f_c)
                     * np.exp(2j * np.pi * (h * x / 3 + k * y / 3 + l * z / 32))
                     for s, x, y, z in atoms(seq)])


def pair_factor(l, f_si, f_c):
    return f_si + f_c * np.exp(2j * np.pi * l * 3 / 32)


def stacking_intensity(seq, h, k, l, f_si=14.0, f_c=6.0):
    total = atom_terms(seq, h, k, l, f_si, f_c).sum()
    return abs(total / pair_factor(l, f_si, f_c)) ** 2


def derived_intensity(name, l):
    q = np.exp(1j * np.pi * l / 4)
    if name == "P":
        even, odd = -1 - q + 2 * q**2 - q**3, 1 - q + q**3
    else:
        even, odd = -1 + 2 * q - q**2 + 2 * q**3, 1 - q**2
    return abs(even) ** 2 if l % 2 == 0 else 3 * abs(odd) ** 2


row = {}
for name, seq in pair.items():
    row[name] = np.array([stacking_intensity(seq, 1, 0, l) for l in range(8)])
    for l in range(8):
        assert abs(row[name][l] - derived_intensity(name, l)) < 1e-10
        assert abs(row[name][l] - stacking_intensity(seq, 1, 0, l, 9.0, 2.5)) < 1e-10
        assert abs(row[name][l] - stacking_intensity(seq, 0, 1, l)) < 1e-10
    assert abs(row[name].sum() - 64) < 1e-9
for h, k in ((0, 0), (1, 1), (3, 0)):
    for l in range(17):
        both = [stacking_intensity(s, h, k, l) for s in (P, Q)]
        assert abs(both[0] - both[1]) < 1e-9
        assert abs(both[0] - (64 if l % 8 == 0 else 0)) < 1e-9


def two_theta(h, k, l):
    inverse_d = np.sqrt(4 / 3 * (h * h + h * k + k * k) / a**2 + l * l / c**2)
    return 2 * np.degrees(np.arcsin(wavelength * inverse_d / 2))


# Neglected effect: axial displacement of every atom by +delta or -delta
delta = 0.0005
signs = np.array(list(product((-1.0, 1.0), repeat=16)))


def worst_displacement_change(seq, l):
    terms = atom_terms(seq, 1, 0, l, 14.0, 6.0)
    phase = 2 * np.pi * l * delta / c
    total = np.cos(phase) * terms.sum() + 1j * np.sin(phase) * (signs @ terms)
    changed = abs(total / pair_factor(l, 14.0, 6.0)) ** 2
    return np.max(abs(changed - abs(terms.sum() / pair_factor(l, 14.0, 6.0)) ** 2))


# Neglected effect: random stacking faults
alpha = 0.01
G = (1 - 3 * alpha + 3 * alpha**2) ** 4
for seq in (P, Q):
    mean = 0
    for flips in product((0, 1), repeat=8):
        weight = alpha ** sum(flips) * (1 - alpha) ** (8 - sum(flips))
        mean += weight * OMEGA ** sum(s * (1 - 2 * f)
                                      for s, f in zip(steps_of(seq), flips))
    assert abs(mean - G) < 1e-12
fault_width = -np.log(G) / np.pi
cells = np.arange(1, 1000)


def line_profile(l):
    return 1 + 2 * np.sum(G**cells * np.cos(2 * np.pi * l * cells))


assert abs(line_profile(fault_width / 2) / line_profile(0) - 0.5) < 0.005


def faulted_row(seq):
    """Mean intensity integrated from l - 1/2 to l + 1/2 for l = 0..7."""
    reach = 8 * 400
    s = np.array(steps_of(seq) * 402)
    g = (1 - alpha) * OMEGA**s + alpha * OMEGA ** (-s)
    r = np.arange(1, reach + 1)
    correlation = sum(np.cumprod(g[n:n + reach]) for n in range(8))
    return np.array([8 + 2 * np.real(np.sum(
        correlation * np.exp(2j * np.pi * l * r / 8) * np.sinc(r / 8)))
        for l in range(8)])


rng = np.random.default_rng(7)
faulted = {}
for name, seq in pair.items():
    faulted[name] = faulted_row(seq)
    n_cells, runs = 256, 400
    s = np.tile(steps_of(seq), n_cells)
    flipped = np.where(rng.random((runs, 8 * n_cells)) < alpha, -s, s)
    position = np.cumsum(flipped, axis=1) % 3
    amplitude = np.fft.ifft(OMEGA**position, axis=1) * 8 * n_cells
    power = np.mean(abs(amplitude) ** 2, axis=0) / n_cells**2
    sampled = np.roll(power, n_cells // 2).reshape(8, n_cells).sum(axis=1)
    assert np.max(abs(sampled - faulted[name])) < 0.3   # sampling noise

# Neglected effects: thermal motion and primary extinction
rms = 0.006
theta4 = np.radians(two_theta(1, 0, 4) / 2)
q4 = 4 * np.pi * np.sin(theta4) / wavelength
thermal_factor = np.exp(-(q4 * rms) ** 2)
r_e = physical_constants["classical electron radius"][0] * 1e9
volume = np.sqrt(3) / 2 * a**2 * c
F4 = abs(atom_terms(Q, 1, 0, 4, 14.0, 6.0).sum())
path = 1000.0
x_ext = r_e * wavelength * F4 * path / volume
extinction_factor = np.tanh(x_ext) / x_ext

print(f"a = {a:.3f} nm, d = {d:.3f} nm, c = {c:.3f} nm, wavelength = {wavelength:.3f} nm")
print("number of distinct NH stackings:",
      ", ".join(f"{n}H: {m}" for n, m in counts.items()))
print("Zhdanov symbols of 6H:", six_layer)
print("all 8H classes: letters, Zhdanov, h bilayers of 8, 6_3 axis")
for seq in eight:
    print(" ", encode(seq), "".join(map(str, zhdanov(seq))), h_count(seq),
          "yes" if has_screw_axis(seq) else "no")
for name, seq in pair.items():
    print(f"{name} = {encode(seq)}, Zhdanov {''.join(map(str, zhdanov(seq)))}, "
          f"h fraction {100 * h_count(seq) / 8:.0f} %, "
          f"Si neighbours at 2d per Si: {vertical_neighbours[name]:.2f}")
print(f"distance 2d = {2 * d:.3f} nm")
print(f"00.8: 2theta = {two_theta(0, 0, 8):.2f} deg, |S|^2 P = "
      f"{stacking_intensity(P, 0, 0, 8):.2f}, Q = {stacking_intensity(Q, 0, 0, 8):.2f}")
print("10.l row: l, 2theta (deg), |S|^2 of P, |S|^2 of Q (dimensionless)")
for l in range(8):
    print(f"  {l}  {two_theta(1, 0, l):.2f}  {row['P'][l]:.3f}  {row['Q'][l]:.3f}")
print(f"sum over l = 0..7: P {row['P'].sum():.2f}, Q {row['Q'].sum():.2f}")
print(f"axial displacement {1000 * delta:.1f} pm, largest change of |S|^2:")
for l in (2, 4):
    print(f"  10.{l}: P {worst_displacement_change(P, l):.4f}, "
          f"Q {worst_displacement_change(Q, l):.4f}")
print(f"fault probability per step = {alpha:.3f}, G per cell = {G:.4f}")
print(f"fault width (FWHM) in l = {fault_width:.4f}")
print("integrated 10.l intensity with faults: l, P, Q")
for l in range(8):
    print(f"  {l}  {faulted['P'][l]:.3f}  {faulted['Q'][l]:.3f}")
print(f"thermal factor of 10.4 at {1000 * rms:.0f} pm rms = {thermal_factor:.4f}")
print(f"10.4 of Q: |F| = {F4:.1f} electrons, cell volume = {volume:.4f} nm^3")
print(f"extinction factor over {path / 1000:.1f} um path = {extinction_factor:.4f}")
print("OK")
```

Output:

```
a = 0.308 nm, d = 0.252 nm, c = 2.016 nm, wavelength = 0.154 nm
number of distinct NH stackings: 2H: 1, 3H: 0, 4H: 1, 5H: 1, 6H: 2, 7H: 3, 8H: 6
Zhdanov symbols of 6H: [(3, 3), (2, 2, 1, 1)]
all 8H classes: letters, Zhdanov, h bilayers of 8, 6_3 axis
  ABABCABC 71 2 no
  ABACBABC 44 2 yes
  ABABCBAC 3212 4 no
  ABABACBC 3311 4 no
  ABABABAC 221111 6 no
  ABABACAC 211211 6 yes
P = ABCABACB, Zhdanov 44, h fraction 25 %, Si neighbours at 2d per Si: 0.50
Q = ABCBCBAB, Zhdanov 211211, h fraction 75 %, Si neighbours at 2d per Si: 1.50
distance 2d = 0.504 nm
00.8: 2theta = 35.58 deg, |S|^2 P = 64.00, Q = 64.00
10.l row: l, 2theta (deg), |S|^2 of P, |S|^2 of Q (dimensionless)
  0  33.56  1.000  4.000
  1  33.86  0.515  6.000
  2  34.75  9.000  0.000
  3  36.19  17.485  6.000
  4  38.13  9.000  36.000
  5  40.50  17.485  6.000
  6  43.26  9.000  0.000
  7  46.34  0.515  6.000
sum over l = 0..7: P 64.00, Q 64.00
axial displacement 0.5 pm, largest change of |S|^2:
  10.2: P 0.0979, Q 0.0005
  10.4: P 0.3754, Q 0.7079
fault probability per step = 0.010, G per cell = 0.8864
fault width (FWHM) in l = 0.0384
integrated 10.l intensity with faults: l, P, Q
  0  1.067  3.934
  1  0.617  5.899
  2  8.806  0.194
  3  17.304  6.137
  4  9.478  35.606
  5  17.304  6.137
  6  8.806  0.194
  7  0.617  5.899
thermal factor of 10.4 at 6 pm rms = 0.9748
10.4 of Q: |F| = 63.8 electrons, cell volume = 0.1656 nm^3
extinction factor over 1.0 um path = 0.9908
OK
```
